# Magnetic hyperfine constants of a single electron with nonzero orbital momentum, part 2

One electron with $s=\tfrac12$ and $l>0$ in a central field interacts with the moment $g_I\mu_N\mathbf I$ of a fixed point nucleus. The levels $j=l\pm\tfrac12$ share one radial function $R$. Angular momenta are in units of $\hbar$, $\mathbf n=\mathbf r/r$, $[j]=2j+1$, repeated Cartesian indices are summed, and phases are Condon–Shortley. $P_j$ projects on the states $|(l\,s)jm\rangle$; $\mathbf J=\mathbf L+\mathbf S$, $\mathbf F=\mathbf I+\mathbf J$. The interaction is

$$H=K\,\mathbf I\cdot\mathbf N,\qquad \mathbf N=\mathbf L+\frac{g_s}{2}\mathbf D,\qquad \mathbf D=3\mathbf n(\mathbf S\cdot\mathbf n)-\mathbf S. \tag{3}$$

(A4) takes the hyperfine energy as small against the interval $\Delta$ between the two $j$ levels and the distance to any other level of the same parity. To first order the interaction inside a level is then $A_j\,\mathbf I\cdot\mathbf J$, with

$$A_j=K\,\frac{l(l+1)-a\,\langle\mathbf L\cdot\mathbf S\rangle_j}{j(j+1)},\qquad K=\frac{\mu_0}{4\pi}\,2\mu_B\,g_I\mu_N\,\langle r^{-3}\rangle,\qquad a=\frac{g_s}{2}-1, \tag{1}$$

where $\langle\mathbf L\cdot\mathbf S\rangle_j=l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. For $g_s=2$,

$$A_j=K\,\frac{l(l+1)}{j(j+1)},\qquad \frac{A_{l-1/2}}{A_{l+1/2}}=\frac{2l+3}{2l-1}, \tag{2}$$

and $A_j/K=o_j+d_j$, the orbital and spin-dipole parts. The energies are

$$E_F=\tfrac12A_j\,[F(F+1)-j(j+1)-I(I+1)]. \tag{6}$$

Lemma 2: for a tensor operator of integer rank $k$,

$$\langle jm|T^k_q|j'm'\rangle=\langle j'm'\,kq|jm\rangle\,\frac{\langle j\|T^k\|j'\rangle}{\sqrt{[j]}}, \tag{4}$$

and for a vector operator $\mathbf V$ and $j>0$,

$$P_j\mathbf VP_j=c_j\,P_j\mathbf J,\qquad c_j=\frac{\langle\mathbf V\cdot\mathbf J\rangle_j}{j(j+1)}=\frac{\langle j\|V\|j\rangle}{\sqrt{j(j+1)(2j+1)}}. \tag{5}$$

Lemma 3(i), proved from the commutators $[J_i,V_k]=i\varepsilon_{ikm}V_m$ of their factors: $\mathbf D$ and $\mathbf N$ are vector operators under $\mathbf J$. In the state $|l,l\rangle|\!\uparrow\rangle$,

$$\langle\cos^2\theta\rangle_{m=l}=\frac{1}{2l+3},\qquad\langle D_z\rangle=-\frac{l}{2l+3}. \tag{8}$$

The tensor form uses $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and $[C^2\otimes S]^1_q=\sum\langle2\,q_1\,1\,q_2|1\,q\rangle C^2_{q_1}S_{q_2}$.

In the computed results, `eps` is the length $\epsilon$ that smooths the point dipole, and the contact piece is the average of $2\epsilon^2(r^2+\epsilon^2)^{-5/2}$, which for $l>0$ vanishes as $\epsilon\to0$.

**Lemma 4.** $D_q=-\sqrt{10}\,[C^2\otimes S]^1_q$.

*Proof.* The products $C^2_{q_1}S_{q_2}$ respond to commutation with $\mathbf J$ as product states respond to $\mathbf J$, so the coupled combination has rank 1. Both sides being rank-1 tensors, equality for $q=0$ implies equality for $q=\pm1$ by commuting with $J_\pm$. For $q=0$ the coefficients are $\langle2\,0\,1\,0|1\,0\rangle=-\sqrt{2/5}$ and $\langle2,\pm1,1,\mp1|1\,0\rangle=\sqrt{3/10}$, and $C^2_0=\tfrac12(3\cos^2\theta-1)$, $C^2_{\pm1}=\mp\sqrt{3/2}\,\sin\theta\cos\theta\,e^{\pm i\phi}$, $S_{\pm1}=\mp S_\pm/\sqrt2$ with $S_\pm=S_x\pm iS_y$. Then $C^2_{1}S_{-1}=-\tfrac{\sqrt3}{2}\sin\theta\cos\theta\,e^{i\phi}S_-$ and $C^2_{-1}S_{+1}=-\tfrac{\sqrt3}{2}\sin\theta\cos\theta\,e^{-i\phi}S_+$. With $\sqrt{10}\sqrt{2/5}=2$ and $\sqrt{10}\sqrt{3/10}=\sqrt3$,

$$-\sqrt{10}\,[C^2\otimes S]^1_0=(3\cos^2\theta-1)S_z+\tfrac32\sin\theta\cos\theta\,(e^{i\phi}S_-+e^{-i\phi}S_+).$$

On the other side $\mathbf S\cdot\mathbf n=\cos\theta\,S_z+\tfrac12\sin\theta\,(e^{i\phi}S_-+e^{-i\phi}S_+)$, and $D_z=3\cos\theta\,(\mathbf S\cdot\mathbf n)-S_z$ is the same expression. $\square$

The reduced elements of the factors follow from (4). For the spin, $\langle s\|S\|s\rangle=\sqrt{\tfrac12\cdot\tfrac32\cdot2}=\sqrt{3/2}$. For $C^2$, equation (8) gives $\langle ll|C^2_0|ll\rangle=-l/(2l+3)$, and $\langle l\,l\,2\,0|l\,l\rangle=\sqrt{l(2l-1)/[(l+1)(2l+3)]}$, so

$$\langle l\|C^2\|l\rangle=-\frac{l\,\sqrt{2l+1}}{2l+3}\sqrt{\frac{(l+1)(2l+3)}{l(2l-1)}}=-\sqrt{\frac{l(l+1)(2l+1)}{(2l-1)(2l+3)}},$$

which is $-\sqrt{6/5}=-1.095445$ for $l=1$.

The 6j and 9j symbols are defined by overlaps of differently coupled states:

$$\langle((j_1j_2)j_{12},j_3)J|(j_1,(j_2j_3)j_{23})J\rangle=(-1)^{j_1+j_2+j_3+J}\sqrt{[j_{12}][j_{23}]}\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&J&j_{23}\end{Bmatrix},$$

$$\langle((j_1j_2)j_{12},(j_3j_4)j_{34})J|((j_1j_3)j_{13},(j_2j_4)j_{24})J\rangle=\sqrt{[j_{12}][j_{34}][j_{13}][j_{24}]}\begin{Bmatrix}j_1&j_2&j_{12}\\j_3&j_4&j_{34}\\j_{13}&j_{24}&J\end{Bmatrix}.$$

The 6j symbol is unchanged by a permutation of columns and by exchange of upper and lower entries in two columns; the 9j symbol is unchanged by transposition and by cyclic permutation of rows. These symmetries serve below only to bring the symbols into their customary arrangement.

**Lemma 5.** For $j,j'\in\{l\pm\tfrac12\}$ and $s=\tfrac12$,

$$\langle j\|L\|j'\rangle=(-1)^{l+s+j'+1}\sqrt{[j][j']}\begin{Bmatrix}l&j&s\\j'&l&1\end{Bmatrix}\sqrt{l(l+1)(2l+1)}, \tag{9}$$

$$\langle j\|D\|j'\rangle=-\sqrt{30}\,\sqrt{[j][j']}\begin{Bmatrix}l&l&2\\s&s&1\\j&j'&1\end{Bmatrix}\langle l\|C^2\|l\rangle\langle s\|S\|s\rangle. \tag{10}$$

*Proof.* Multiplying (4) by $\langle j'm'kq|jm\rangle$ and summing over $m',q$ at fixed $m$, normalization of the coefficients gives

$$\frac{\langle j\|T\|j'\rangle}{\sqrt{[j]}}=\sum_{m'q}\langle j'm'kq|jm\rangle\langle jm|T_q|j'm'\rangle. \tag{11}$$

For $X=[C^2\otimes S]^1$, expand the bra, the ket and the operator, and apply (4) in the orbital and spin spaces separately. The right side of (11) becomes $\langle l\|C^2\|l\rangle\langle s\|S\|s\rangle/\sqrt{[l][s]}$ times the sum over all projections except $m$ of

$$\langle lm_l'\,sm_s'|j'm'\rangle\langle2q_1\,1q_2|1q\rangle\langle j'm'\,1q|jm\rangle\;\times\;\langle lm_l'\,2q_1|lm_l\rangle\langle sm_s'\,1q_2|sm_s\rangle\langle lm_l\,sm_s|jm\rangle .$$

The first three factors, summed over $m',q$, are the components of $|((l\,s)j',(2\,1)1)jm\rangle$ in the product basis of four momenta $l,s,2,1$; the last three, summed over $m_l,m_s$, are those of $|((l\,2)l,(s\,1)s)jm\rangle$. The whole sum is their overlap, $\sqrt{[j']\,3\,[l][s]}$ times the 9j symbol with rows $(l,s,j')$, $(2,1,1)$, $(l,s,j)$. A cyclic permutation puts the rows in the order $(l,s,j)$, $(l,s,j')$, $(2,1,1)$, and transposition gives the symbol in (10). The factors $[l][s]$ cancel, and $-\sqrt{10}\sqrt3=-\sqrt{30}$.

For $L$, which leaves the spin untouched, the right side of (11) is $\langle l\|L\|l\rangle/\sqrt{[l]}$ times the sum of $\langle lm_l'\,sm_s|j'm'\rangle\langle j'm'1q|jm\rangle\langle lm_l'\,1q|lm_l\rangle\langle lm_l\,sm_s|jm\rangle$. Exchanging $l$ and $s$ in the first and last coefficients costs $(-1)^{2l+2s-j-j'}$ and leaves the overlap $\langle((s\,l)j',1)j|(s,(l\,1)l)j\rangle=(-1)^{s+l+1+j}\sqrt{[j'][l]}\begin{Bmatrix}s&l&j'\\1&j&l\end{Bmatrix}$. The total exponent is $3l+3s+1-j'$, which differs from $l+s+j'+1$ by the even number $2(l+s-j')$. Exchange of the first and third columns, followed by inversion of the first two, gives the symbol in (9). $\square$

For p electrons, $\sqrt{l(l+1)(2l+1)}=\sqrt6$ and $-\sqrt{30}\,(-\sqrt{6/5})\sqrt{3/2}=\sqrt{54}=3\sqrt6$. The values of the symbols, evaluated numerically from their own sum formulas, then give the following.

For $j=j'=\tfrac12$ the 6j symbol is $-0.333333$, the 9j symbol $0.111111$, the phase in (9) is $(-1)^3$ and $\sqrt{[j][j']}=2$. Thus $\langle L\rangle=2\cdot\tfrac13\sqrt6=1.632993$ and $\langle D\rangle=2\cdot\tfrac19\cdot3\sqrt6=1.632993$ for the reduced elements; division by $\sqrt{3/2}$ gives $\tfrac43$ for both.

For $j=j'=\tfrac32$ the symbols are $0.263523$ and $-0.017568$, the phase is $+1$ and the root is 4. The reduced elements are $4(0.263523)\sqrt6=2.58199$ and $4(-0.017568)3\sqrt6=-0.5164$; division by $\sqrt{15}$ gives $\tfrac23$ and $-\tfrac2{15}$.

The tensor route and the projection route agree, and the program asserts (9) and (10), signs included, against directly computed matrix elements for $l=1$ to 4. The tensor form also delivers what the projection (5) cannot, the elements with $j\ne j'$: for $j=\tfrac12$, $j'=\tfrac32$ the symbols $-0.166667$ and $0.027778$ give $\langle L\rangle=-1.154701$ and $\langle D\rangle=0.577350$. Their ratio $-\tfrac12$ holds for every $l$.

## The coupling that first order omits

**Lemma 6.** Let $P_\pm=P_{l\pm1/2}$. Then $P_-\mathbf DP_+=-\tfrac12P_-\mathbf LP_+$, and at $g_s=2$, $P_-\mathbf NP_+=-\tfrac12P_-\mathbf SP_+$.

*Proof.* Let $Q_{ik}=n_in_k-\tfrac13\delta_{ik}$ and $M_{ik}=\tfrac12(L_iL_k+L_kL_i)-\tfrac13\delta_{ik}\mathbf L^2$. Both are symmetric and traceless, and both obey $[L_i,T_{kp}]=i\varepsilon_{ikm}T_{mp}+i\varepsilon_{ipm}T_{km}$, each index turning as a vector. Five fixed linear combinations of the $Q_{ik}$ are the $C^2_q$; since the commutation rule is the same, the same combinations of the $M_{ik}$ have rank 2 under $\mathbf L$. Lemma 2 in the space of fixed $l$ then makes $Q_{ik}=\lambda M_{ik}$ there. In the state $m=l$, (8) gives $\langle Q_{zz}\rangle=\frac1{2l+3}-\frac13=-\frac{2l}{3(2l+3)}$, and $\langle M_{zz}\rangle=l^2-\tfrac13l(l+1)=\tfrac13l(2l-1)$, so $\lambda=-2/[(2l-1)(2l+3)]$. Now $D_i=3Q_{ik}S_k$, and because $\mathbf S$ commutes with $\mathbf L$,

$$M_{ik}S_k=\tfrac12\,[L_i(\mathbf L\cdot\mathbf S)+(\mathbf L\cdot\mathbf S)L_i]-\tfrac13l(l+1)S_i .$$

Between $P_-$ and $P_+$, the operator $\mathbf L\cdot\mathbf S$ standing on the right is $l/2$ and standing on the left is $-(l+1)/2$; their mean is $-\tfrac14$. Since $\mathbf J$ does not connect different $j$, $P_-\mathbf SP_+=-P_-\mathbf LP_+$. Hence $P_-M_{ik}S_kP_+=[\tfrac13l(l+1)-\tfrac14]P_-L_iP_+$, and $4l^2+4l-3=(2l-1)(2l+3)$ makes the bracket $(2l-1)(2l+3)/12$. Multiplication by $3\lambda$ gives $-\tfrac12$. Then $P_-(\mathbf L+\mathbf D)P_+=\tfrac12P_-\mathbf LP_+=-\tfrac12P_-\mathbf SP_+$. $\square$

**Lemma 7.** For $l=1$, $I=\tfrac12$, $g_s=2$, within the twelve states of the two $j$ levels, the energies (6) for $F=0$ and $F=2$ are exact, while the two $F=1$ levels are coupled by $|V|=K\sqrt2/6$ and repel each other, each moving by

$$\delta=\frac{K^2}{18\Delta}\left[1+\frac{4K}{3\Delta}+O\!\left(\frac{K^2}{\Delta^2}\right)\right], \tag{12}$$

where $p_{3/2}$ lies above $p_{1/2}$ by $\Delta$.

*Proof.* $\mathbf I\cdot\mathbf N$ commutes with $\mathbf F$, by the argument of Lemma 3(i). The level $j=\tfrac12$ contains $F=0,1$ and $j=\tfrac32$ contains $F=1,2$, so $F=0$ and $F=2$ have no partner, and for $F=1$ and fixed $M_F$ the space is two-dimensional. By Lemma 6, $V=-\tfrac12Kx$, with $x$ the off-diagonal element of $\mathbf S\cdot\mathbf I$ in this space. The same space is spanned by coupling $\mathbf G=\mathbf S+\mathbf I$, with $G=0$ or $1$, to $l=1$, and there $\mathbf S\cdot\mathbf I=\tfrac12[G(G+1)-\tfrac32]$ is diagonal with values $-\tfrac34$ and $\tfrac14$ and determinant $-\tfrac3{16}$. The diagonal elements in the $j$ basis follow from (5) with $\mathbf S\cdot\mathbf J=\tfrac34+\mathbf L\cdot\mathbf S$. For $j=\tfrac12$, $c=(\tfrac34-1)/\tfrac34=-\tfrac13$ and $\mathbf I\cdot\mathbf J=\tfrac12(2-\tfrac34-\tfrac34)=\tfrac14$, product $-\tfrac1{12}$. For $j=\tfrac32$, $c=(\tfrac34+\tfrac12)/\tfrac{15}4=\tfrac13$ and $\mathbf I\cdot\mathbf J=\tfrac12(2-\tfrac{15}4-\tfrac34)=-\tfrac54$, product $-\tfrac5{12}$. Their sum $-\tfrac12$ matches the trace. The determinant is independent of basis, so $\tfrac5{144}-|x|^2=-\tfrac{27}{144}$, $|x|^2=\tfrac29$, and $|V|^2=K^2/18$.

A two-level matrix with diagonal gap $W$ has eigenvalues displaced outward by $\delta=\tfrac12(\sqrt{W^2+4|V|^2}-W)=|V|^2/W+O(|V|^4/W^3)$. The gap includes the first-order shifts: $W=\Delta-\tfrac54A_{3/2}-\tfrac14A_{1/2}=\Delta-\tfrac54\cdot\tfrac8{15}K-\tfrac14\cdot\tfrac83K=\Delta-\tfrac43K$. Expanding $1/W$ gives (12). $\square$

When $K$ becomes comparable with $\Delta$, (A4) fails. The $F=0$ and $F=2$ states still have $j=\tfrac12$ and $j=\tfrac32$, since they have no partner to mix with, but the two $F=1$ levels are mixtures of both $j$, and the intervals no longer follow (6) with the constants $A_j$ of (2).

## Hydrogen 2p

The level of theory is the Schrödinger equation with infinite nuclear mass, with energies given as frequencies $E/h$. The radial function is $R=r\,e^{-r/2}/(2\sqrt6)$ in units of $a_0$, so

$$\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r\,e^{-r}dr=\frac1{24}=0.0416667\;a_0^{-3}.$$

The 2s states, close in energy, have the opposite parity and are not reached by $\mathbf N$, which is even under $\mathbf r\to-\mathbf r$; there is no f state with $n=2$ for $C^2$ to reach. With the proton value $g_I=5.5856947$ the constants combine to $(\mu_0/4\pi)\,2\mu_Bg_I\mu_N/h=532.9348$ MHz $a_0^3$, and

$$K=\frac{532.9348}{24}=22.20562\text{ MHz},$$

$$A_{1/2}=\tfrac83K=59.21498\text{ MHz}=1.97520\times10^{-3}\text{ cm}^{-1},$$

$$A_{3/2}=\tfrac8{15}K=11.84300\text{ MHz}=3.95040\times10^{-4}\text{ cm}^{-1}.$$

These digits describe the model and are kept only to resolve small differences inside it. Nuclear recoil and relativistic terms are omitted. The reduced mass alone multiplies $\langle r^{-3}\rangle$ by $(1+m_e/m_p)^{-3}$ with $m_e/m_p=5.4\times10^{-4}$, which lowers both constants by 0.16%, to 59.12 and 11.82 MHz. The other recoil terms are of estimated relative order $m_e/m_p$, and the relativistic terms are of relative order $\alpha^2=5.3\times10^{-5}$: Dirac–Coulomb radial functions, not derived here, raise $A_{1/2}$ by about $1.96\,\alpha^2=1.0\times10^{-4}$ and $A_{3/2}$ by about $0.29\,\alpha^2=1.6\times10^{-5}$. The values 59.2 and 11.8 MHz are therefore those of the model with a fixed proton and $g_s=2$, and agree with the atom only to within corrections of this size and that of the anomalous moment.

With $g_s=2.00231930$, $a=0.00115965$, equation (1) gives $A_{1/2}=\tfrac43K(2+a)=59.24931$ MHz and $A_{3/2}=\tfrac4{15}K(2-a/2)=11.83956$ MHz. The ratio is 5.004350, in accord with $5(1+\tfrac34a)=5.00435$, an increase of $8.7\times10^{-4}$ relative to 5.

For the test of (A4) the fine structure is taken as the spin–orbit term $\xi\,\mathbf L\cdot\mathbf S$ of the Pauli approximation, an input here, with $\xi=\tfrac12\alpha^2\langle r^{-3}\rangle$ in atomic units for a unit Coulomb charge. This gives $\xi=7299.523$ MHz and $\Delta=[\tfrac12-(-1)]\,\xi=10949.284$ MHz, so $K/\Delta=2.0280\times10^{-3}$. The hyperfine shifts at $g_s=2$, measured from the unperturbed fine-structure levels, are in MHz:

| level | equation (6) | diagonalized |
|---|---|---|
| $j=\tfrac12$, $F=0$ | $-44.41124$ | $-44.41124$ |
| $j=\tfrac12$, $F=1$ | $14.80375$ | $14.80124$ |
| $j=\tfrac32$, $F=1$ | $-14.80375$ | $-14.80124$ |
| $j=\tfrac32$, $F=2$ | $8.88225$ | $8.88225$ |

The first column is $-\tfrac34A_{1/2}$, $\tfrac14A_{1/2}$, $-\tfrac54A_{3/2}$ and $\tfrac34A_{3/2}$; the second comes from the $12\times12$ matrix of $\xi\,\mathbf L\cdot\mathbf S+K\,\mathbf I\cdot\mathbf N$. The two $F=1$ shifts are equal and opposite at first order because $\tfrac14A_{1/2}=\tfrac54A_{3/2}$ is the ratio 5 again. As Lemma 7 requires, $F=0$ and $F=2$ do not move, and the mixing element recovered from the eigenvalues is $5.23391$ MHz, equal to $K\sqrt2/6$. The leading repulsion is $K^2/(18\Delta)=2.5019$ kHz, while diagonalization gives $2.5087$ kHz, larger by 0.27% of the leading value. The second term of (12) accounts for this: $2.5019\times(1+\tfrac43\times2.0280\times10^{-3})=2.5087$ kHz.

The intervals are $A_{1/2}-\delta=59.21247$ MHz in $2p_{1/2}$ and $2A_{3/2}-\delta=23.68348$ MHz in $2p_{3/2}$. Constants read from them by (6), with the mixing ignored, have the ratio

$$\frac{A_{1/2}-\delta}{A_{3/2}-\delta/2}\simeq5\left[1-\frac{\delta}{A_{1/2}}+\frac{\delta}{2A_{3/2}}\right]=5\left[1+\frac{3\delta}{2A_{1/2}}\right],$$

where $A_{3/2}=A_{1/2}/5$ was used in the last step. Numerically $5\,[1+1.5\times0.0025087/59.21498]=5.000318$, the value obtained from the diagonalized intervals. In this atom the mixing between the $j$ levels moves the ratio by $6\times10^{-5}$ relative to 5, less than the $8.7\times10^{-4}$ caused by the anomalous moment and less than $m_e/m_p$, the estimated scale of those omitted recoil terms that do not cancel in the ratio, as the common reduced-mass factor does. It is also less than the omitted relativistic shift of the ratio, about $1.67\,\alpha^2=8.9\times10^{-5}$ for Dirac–Coulomb radial functions. The program that computes these numbers and its output follow.

## Computed results

```
eps = 0.001 a0: contact piece 1s = 2.65610, 2p = 4.744e-07 a0^-3
<1||C2||1> = -1.095445
p j=1/2 j'=1/2: 6j = -0.333333, 9j = 0.111111
p j=1/2 j'=1/2: <||L||> = 1.632993, <||D||> = 1.632993
p j=3/2 j'=3/2: 6j = 0.263523, 9j = -0.017568
p j=3/2 j'=3/2: <||L||> = 2.581989, <||D||> = -0.516398
p j=1/2 j'=3/2: 6j = -0.166667, 9j = 0.027778
p j=1/2 j'=3/2: <||L||> = -1.154701, <||D||> = 0.577350
l=1 j=1/2: o = 1.333333, d = 1.333333, A/K = 2.666667
l=1 j=3/2: o = 0.666667, d = -0.133333, A/K = 0.533333
l=1: A(l-1/2)/A(l+1/2) = 5.000000
l=2 j=3/2: o = 1.200000, d = 0.400000, A/K = 1.600000
l=2 j=5/2: o = 0.800000, d = -0.114286, A/K = 0.685714
l=2: A(l-1/2)/A(l+1/2) = 2.333333
l=3 j=5/2: o = 1.142857, d = 0.228571, A/K = 1.371429
l=3 j=7/2: o = 0.857143, d = -0.095238, A/K = 0.761905
l=3: A(l-1/2)/A(l+1/2) = 1.800000
g_p = 5.5856947, g_s = 2.00231930, a = 0.00115965
alpha^2 = 5.3251e-05, m_e/m_p = 5.4462e-04
<r^-3>(2p) = 0.0416667 a0^-3
K per unit <r^-3> = 532.9348 MHz a0^3
K = 22.20562 MHz
A(2p1/2), gs=2 = 59.21498 MHz = 1.97520e-03 cm^-1
A(2p3/2), gs=2 = 11.84300 MHz = 3.95040e-04 cm^-1
ratio, gs=2 = 5.000000
true gs: A(2p1/2) = 59.24931 MHz, A(2p3/2) = 11.83956 MHz
ratio, true gs = 5.004350
xi = 7299.523 MHz, Delta = 10949.284 MHz, K/Delta = 2.0280e-03
j=1/2 F=0: first order -44.41124 MHz, diagonalized -44.41124 MHz
j=1/2 F=1: first order 14.80375 MHz, diagonalized 14.80124 MHz
j=3/2 F=1: first order -14.80375 MHz, diagonalized -14.80124 MHz
j=3/2 F=2: first order 8.88225 MHz, diagonalized 8.88225 MHz
|V|(F=1) = 5.23391 MHz
K^2/(18 Delta) = 2.5019 kHz
diagonalized F=1 repulsion = 2.5087 kHz
intervals: 2p1/2 59.21247 MHz, 2p3/2 23.68348 MHz
apparent ratio from intervals = 5.000318
```
